**Step flow: steady diffraction intensity during continued growth**

The program tests the statement that regular step flow keeps the kinematic antiphase intensity nearly steady while a film grows at the deposition rate. Here $L$ is the terrace width in sites, $F$ the flux in layers per second, $D$ the adatom diffusion coefficient in sites² per second, and $A$ the diffraction amplitude at $q=\pi/L$. It solves the terrace diffusion equation as a linear system and asserts agreement with the parabolic density, its mean and the arrival rate $FL$ at a step. A kinetic Monte Carlo simulation then deposits four layers on the same stepped surface at 520 K and 1200 K. The assertions require the cold intensity to recover at the first two full layers, and the hot intensity to stay within set limits while its phase advances by $\pi$ per layer to within 10%. They also compare the hot hop count with $L^2/3$, the nucleation counts at the two temperatures, and random deposition with $e^{-4\theta}$, where $\theta$ is the number of deposited layers. The output shows damped oscillations on the cold surface, and a hot intensity between 0.82 and 1.00 of its starting value while the phase records 1.20 nm of growth.

## Check in Python

```python
# Result under test: regular step flow keeps diffraction intensity steady
# while a film grows at the full deposition rate.
# L: terrace width (sites); F: flux (layers/s); D: diffusion (sites^2/s).
# A: kinematic antiphase amplitude at q = pi/L; intensity = |A|^2.
# Kinetic Monte Carlo: adatoms hop until they touch a step or an island.
# They then move along that edge, also round corners, to the nearest kink
# (a site with at least two lateral bonds), and stay there. If no kink is
# within reach they stay where they touched.
import math
import random
import numpy as np
from scipy.constants import k as boltzmann, e as charge

L, n_steps, width = 20, 4, 40
length = L * n_steps
n_sites = length * width
layers, samples_per_layer = 4, 40
a_nm, d_nm, F = 0.4, 0.3, 0.5
barrier_eV, attempt = 1.0, 1.0e13
edge_reach = 40


def diffusion(temperature):
    hop_rate = attempt * math.exp(-barrier_eV * charge
                                 / (boltzmann * temperature))
    return hop_rate / 4


def shifted(x, y, dx, dy):
    # Neighbour site and its height offset across the periodic x boundary.
    new_x = x + dx
    offset = -n_steps if new_x == length else n_steps if new_x < 0 else 0
    return (new_x % length) * width + (y + dy) % width, offset


straight = ((0, 1), (0, -1), (1, 0), (-1, 0))
diagonal = ((1, 1), (1, -1), (-1, 1), (-1, -1))
neighbours, right_offset, left_offset, ring = [], [], [], []
for x in range(length):
    for y in range(width):
        near = [shifted(x, y, dx, dy) for dx, dy in straight]
        neighbours.append(tuple(site for site, _ in near))
        right_offset.append(near[2][1])
        left_offset.append(near[3][1])
        ring.append(near + [shifted(x, y, dx, dy) for dx, dy in diagonal])
wave = np.exp(1j * np.pi * np.arange(length) / L)


def amplitude(heights):
    signs = 1 - 2 * (np.array(heights).reshape(length, width) % 2)
    return np.sum(signs.mean(axis=1) * wave) / length


def grow(D_over_F, seed):
    rng = random.Random(seed).random
    h = [n_steps - x // L for x in range(length) for y in range(width)]
    mobile, where = [], [-1] * n_sites
    amplitudes = []
    deposited = hops = nucleations = 0
    target = layers * n_sites
    stride = n_sites // samples_per_layer
    hop_weight = 4 * D_over_F

    def remove(site):
        index = where[site]
        last = mobile.pop()
        if last != site:
            mobile[index] = last
            where[last] = index
        where[site] = -1

    def relative_heights(site):
        up, down, right, left = neighbours[site]
        return (h[up], h[down], h[right] + right_offset[site],
                h[left] + left_offset[site])

    def bonds(site):
        base = h[site]
        return sum(z > base for z in relative_heights(site))

    def freeze_neighbours(site):
        count = 0
        for n, z in zip(neighbours[site], relative_heights(site)):
            if where[n] >= 0 and z == h[site] + 1:
                remove(n)
                count += 1
        return count

    def nearest_kink(start):
        # Breadth-first search along edge sites on the same level.
        if bonds(start) > 1:
            return start
        seen, frontier = {start}, [start]
        for _ in range(edge_reach):
            following = []
            for s in frontier:
                for n, offset in ring[s]:
                    if (n in seen or where[n] >= 0
                            or h[n] + offset != h[s]):
                        continue
                    seen.add(n)
                    count = bonds(n)
                    if count > 1:
                        return n
                    if count == 1:
                        following.append(n)
            if not following:
                break
            frontier = following
        return start

    while deposited < target:
        n_mobile = len(mobile)
        if (n_mobile == 0 or
                rng() * (n_sites + hop_weight * n_mobile) < n_sites):
            if deposited % stride == 0:
                amplitudes.append(amplitude(h))
            site = int(rng() * n_sites)
            deposited += 1
        else:
            old = mobile[int(rng() * n_mobile)]
            remove(old)
            h[old] -= 1
            hops += 1
            site = neighbours[old][int(rng() * 4)]
        if where[site] >= 0:
            remove(site)
            nucleations += 1
        base = h[site]
        up, down, right, left = neighbours[site]
        if (h[up] > base or h[down] > base
                or h[right] + right_offset[site] > base
                or h[left] + left_offset[site] > base):
            single_bond = bonds(site) == 1
            met = freeze_neighbours(site)
            if single_bond and met:
                nucleations += 1
            site = nearest_kink(site)
            freeze_neighbours(site)
            h[site] += 1
        else:
            h[site] += 1
            where[site] = len(mobile)
            mobile.append(site)
    amplitudes.append(amplitude(h))
    return np.array(amplitudes), hops / deposited, nucleations


# Terrace diffusion from a linear system, for several widths.
for test_L in (10, 20, 40):
    test_D, test_F = 7.0, 0.3
    matrix = (np.diag(-2 * np.ones(test_L - 1))
              + np.diag(np.ones(test_L - 2), 1)
              + np.diag(np.ones(test_L - 2), -1))
    density = np.linalg.solve(test_D * matrix,
                              -test_F * np.ones(test_L - 1))
    position = np.arange(1, test_L)
    parabola = test_F * position * (test_L - position) / (2 * test_D)
    assert np.allclose(density, parabola, rtol=1e-10)
    # Atoms landing directly on the one sink site add test_F to the flow.
    arrival = test_D * (density[0] + density[-1]) + test_F
    assert abs(arrival / (test_F * test_L) - 1) < 1e-10
    # The lattice mean differs from the continuum mean by order 1/L^2.
    mean_formula = test_F * test_L**2 / (12 * test_D)
    assert abs(density.sum() / test_L / mean_formula - 1) < 2 / test_L**2

T_cold, T_hot = 520.0, 1200.0
D_cold, D_hot = diffusion(T_cold), diffusion(T_hot)
A_cold, hops_cold, nuc_cold = grow(D_cold / F, 11)
A_hot, hops_hot, nuc_hot = grow(D_hot / F, 12)
I_start = abs(A_hot[0])**2
I_straight = 1 / (L * math.sin(math.pi / (2 * L)))**2
assert abs(I_start - I_straight) < 1e-12
I_cold = np.abs(A_cold)**2 / I_start
I_hot = np.abs(A_hot)**2 / I_start

half = samples_per_layer // 2
rebound_cold = [I_cold[(j + 1) * 2 * half] / I_cold[(2 * j + 1) * half]
                for j in range(layers)]
rebound_hot = [I_hot[(j + 1) * 2 * half] / I_hot[(2 * j + 1) * half]
               for j in range(layers)]
phase = np.unwrap(np.angle(A_hot))
phase_layers = (phase[-1] - phase[0]) / math.pi
coincidence_cold = F * L**6 / (12 * D_cold)
coincidence_hot = F * L**6 / (12 * D_hot)

# Random deposition without diffusion, on an initially flat surface.
generator = np.random.default_rng(5)
random_sites = 400000
random_results = []
for theta in (0.5, 1.0):
    hits = generator.integers(0, random_sites, int(theta * random_sites))
    heights = np.bincount(hits, minlength=random_sites)
    measured = np.mean(1 - 2 * (heights % 2))**2
    formula = math.exp(-4 * theta)
    random_results.append((theta, measured, formula))

print(f"Terrace width: {L} sites = {L*a_nm:.1f} nm")
print(f"Site spacing: {a_nm:.1f} nm; layer height: {d_nm:.1f} nm")
print(f"Miscut angle: {math.degrees(math.atan(d_nm/(L*a_nm))):.2f} degrees")
print(f"Simulated surface: {length} x {width} sites, {n_steps} steps")
print(f"Flux: {F:.2f} layers/s; deposition time: {layers/F:.1f} s")
print(f"Hopping barrier: {barrier_eV:.1f} eV; attempts: {attempt:.1e} 1/s")
print(f"Reach of the search for a kink along an edge: {edge_reach} moves")
print(f"Step speed F L: {F*L:.1f} sites/s = {F*L*a_nm:.2f} nm/s")
print(f"Growth rate F d: {F*d_nm:.3f} nm/s = {F*d_nm*3600:.0f} nm/h")
for name, T, D, hops, nuc, coincidence in (
        ("Cold", T_cold, D_cold, hops_cold, nuc_cold, coincidence_cold),
        ("Hot", T_hot, D_hot, hops_hot, nuc_hot, coincidence_hot)):
    print(f"{name}: T = {T:.0f} K; D = {D:.3e} sites^2/s")
    print(f"{name}: D/F = {D/F:.3e}; F L^2/D = {F*L**2/D:.2e}")
    print(f"{name}: coincidence estimate per patch-layer = {coincidence:.3g}")
    print(f"{name}: nucleation events = {nuc}; hops per atom = {hops:.1f}")
print(f"Predicted hops per atom in step flow L^2/3: {L**2/3:.1f}")
print(f"Hot mean adatom density F L^2/(12D): {F*L**2/(12*D_hot):.2e} per site")
print(f"Straight-step intensity before scaling: {I_straight:.4f}")
print("Deposited layers | cold intensity | hot intensity (start = 1)")
for j in range(2 * layers + 1):
    print(f"{j/2:.1f} | {I_cold[j*half]:.3f} | {I_hot[j*half]:.3f}")
print("Cold full/half-layer ratios:", *[f"{r:.2f}" for r in rebound_cold])
print("Hot full/half-layer ratios:", *[f"{r:.2f}" for r in rebound_hot])
print(f"Hot intensity range: {I_hot.min():.3f} to {I_hot.max():.3f}")
print(f"Hot layers from amplitude phase: {phase_layers:.3f}")
print(f"Hot thickness from phase: {phase_layers*d_nm:.3f} nm")
print(f"Deposited thickness: {layers*d_nm:.3f} nm")
for theta, measured, formula in random_results:
    print(f"Random growth, {theta:.1f} layers: I = {measured:.4f}, "
          f"formula {formula:.4f}")

# Monte Carlo tolerances allow for finite size and uneven terrace widths.
assert rebound_cold[0] > 1.5 and rebound_cold[1] > 1.0
assert all(0.8 < ratio < 1.25 for ratio in rebound_hot)
assert I_hot.min() / I_hot.max() > 0.6
assert abs(phase_layers / layers - 1) < 0.10
assert abs(hops_hot / (L**2 / 3) - 1) < 0.20
assert nuc_hot <= 10 and nuc_cold > 20 * max(1, nuc_hot)
for theta, measured, formula in random_results:
    assert abs(measured - formula) < 0.01
print("checks complete")
```

It prints:

```
Terrace width: 20 sites = 8.0 nm
Site spacing: 0.4 nm; layer height: 0.3 nm
Miscut angle: 2.15 degrees
Simulated surface: 80 x 40 sites, 4 steps
Flux: 0.50 layers/s; deposition time: 8.0 s
Hopping barrier: 1.0 eV; attempts: 1.0e+13 1/s
Reach of the search for a kink along an edge: 40 moves
Step speed F L: 10.0 sites/s = 4.00 nm/s
Growth rate F d: 0.150 nm/s = 540 nm/h
Cold: T = 520 K; D = 5.082e+02 sites^2/s
Cold: D/F = 1.016e+03; F L^2/D = 3.94e-01
Cold: coincidence estimate per patch-layer = 5.25e+03
Cold: nucleation events = 292; hops per atom = 5.7
Hot: T = 1200 K; D = 1.578e+08 sites^2/s
Hot: D/F = 3.156e+08; F L^2/D = 1.27e-06
Hot: coincidence estimate per patch-layer = 0.0169
Hot: nucleation events = 1; hops per atom = 131.0
Predicted hops per atom in step flow L^2/3: 133.3
Hot mean adatom density F L^2/(12D): 1.06e-07 per site
Straight-step intensity before scaling: 0.4061
Deposited layers | cold intensity | hot intensity (start = 1)
0.0 | 1.000 | 1.000
0.5 | 0.020 | 0.993
1.0 | 0.138 | 0.987
1.5 | 0.013 | 0.873
2.0 | 0.035 | 0.956
2.5 | 0.009 | 0.968
3.0 | 0.034 | 0.979
3.5 | 0.006 | 0.971
4.0 | 0.017 | 0.952
Cold full/half-layer ratios: 6.91 2.72 3.85 2.71
Hot full/half-layer ratios: 0.99 1.09 1.01 0.98
Hot intensity range: 0.818 to 1.000
Hot layers from amplitude phase: 4.000
Hot thickness from phase: 1.200 nm
Deposited thickness: 1.200 nm
Random growth, 0.5 layers: I = 0.1359, formula 0.1353
Random growth, 1.0 layers: I = 0.0194, formula 0.0183
checks complete
```
